# Why IPT Opens a Mott Gap and Local GW Does Not

## What symmetry demands of a gap

Take the Hubbard model at half filling, without magnetic order, and let its local spectrum $A(\epsilon)$ per spin be even in energy. The Green function

$$G(\omega)=\int d\epsilon\,\frac{A(\epsilon)}{\omega-\epsilon}$$

is then odd. If there is a gap around $\omega=0$, $G$ is real and smooth inside it, and an odd smooth function vanishes at the origin. Expanding the integrand gives

$$G(\omega)\simeq-c\,\omega,\qquad c=\int d\epsilon\,\frac{A(\epsilon)}{\epsilon^2}>0 .$$

On the Bethe lattice with infinite coordination and half bandwidth $D=2t$, the self-energy is local and the Dyson equation reads

$$\frac1G=\omega-t^2G-\Sigma .\tag{1}$$

Here $\hbar=k_B=1$, and $\Sigma$ is measured from its static part $U/2$, which the chemical potential $\mu=U/2$ cancels. Since $1/G\simeq-1/(c\omega)$ diverges while $\omega-t^2G$ vanishes, $\Sigma$ must diverge:

$$\Sigma(\omega)\simeq\frac{r}{\omega},\qquad r=\frac1c>0 .\tag{2}$$

The weight $r$ is an energy squared. An isolated atom at zero temperature has one energy scale, $U$, so $r$ must be a number times $U^2$. The question is whether an approximation makes that number nonzero.

## The exact atom

With $\mu=U/2$, the empty and doubly occupied states have energy $0$ and the two singly occupied states have energy $-U/2$. Adding an up electron costs $-U/2$ if the atom is empty and $+U/2$ if a down electron is present. The weights of these two processes are $P_0+P_\uparrow$ and $P_\downarrow+P_2$. They are equal by symmetry and sum to one, so at any temperature

$$G=\frac12\left[\frac1{i\omega+U/2}+\frac1{i\omega-U/2}\right]=\frac{i\omega}{(i\omega)^2-U^2/4}.$$

Without hopping, $\Sigma=i\omega-1/G$, and therefore

$$\Sigma=i\omega-\left(i\omega-\frac{U^2}{4i\omega}\right)=\frac{U^2}{4i\omega}.\tag{3}$$

The up electron sees a potential $\pm U/2$, set by whether the down level is filled. Isolated, that occupation is conserved, so the potential is static. The pole weight is its variance, $U^2\langle(\delta n_\downarrow)^2\rangle=U^2/4$.

## IPT in the atomic limit

Iterated perturbation theory (IPT) evaluates the second-order diagram with the Weiss function $G_0$, defined by $1/G_0=i\omega-t^2G$, and with the bare $U$:

$$\Sigma(\tau)=-U^2G_0(\tau)^2G_0(-\tau).\tag{4}$$

For the atom $G_0=1/(i\omega)$. A level at zero energy is half filled, so $G_0(\tau)=-\tfrac12$ for $0<\tau<\beta=1/T$, and $G_0(-\tau)=+\tfrac12$ by antiperiodicity. Hence $\Sigma(\tau)=-U^2/8$. For fermionic frequencies $e^{i\omega\beta}=-1$, so

$$\int_0^\beta d\tau\,e^{i\omega\tau}=\frac{e^{i\omega\beta}-1}{i\omega}=-\frac{2}{i\omega},$$

and $\Sigma=U^2/(4i\omega)$. This is the exact result (3), although only second order was kept.

The agreement depends on half filling. Let the down level be filled with probability $p$ and write $x=i\omega+\mu$. Then

$$G=\frac{1-p}{x}+\frac{p}{x-U}=\frac{x-(1-p)U}{x(x-U)},$$

and the full self-energy, static part included, is

$$x-\frac1G=\frac{pUx}{x-(1-p)U}=pU+\frac{p(1-p)U^2}{x-(1-p)U}.$$

The second-order diagram, built on a level shifted by the mean field $pU$, has its pole at $x=pU$ instead. The two positions coincide for $p=\tfrac12$.

## Screening removes the pole

Local GW replaces the bare interaction by a screened one. The spin-independent form of the interaction is used, with a bubble summed over both spins:

$$\Pi(\tau)=2G(\tau)G(-\tau),\quad W=\frac{U}{1-U\Pi},\quad \Sigma(\tau)=-G(\tau)\,[W-U](\tau).\tag{5}$$

The subtracted $U$ belongs to the static part. First insert the same $G_0$ as in IPT. Then $\Pi(\tau)=-\tfrac12$ is constant, so $\Pi(i\nu)=-(\beta/2)\,\delta_{\nu,0}$, and the interaction is screened at zero frequency alone:

$$W(0)-U=\frac{U}{1+\beta U/2}-U=-\frac{\beta U^2}{2+\beta U}.$$

The frequency sum has one term:

$$\Sigma(i\omega)=-T\,\frac{1}{i\omega}\,[W(0)-U]=\frac{U^2}{(2+\beta U)\,i\omega}.\tag{6}$$

For $T\gg U$ the weight is $U^2/2$, twice the exact value, because the bubble includes the electron's own spin and the exchange diagram that would cancel this part is absent. For $T\ll U$ the weight tends to $UT$. The number multiplying $U^2$ is then $T/U$, which vanishes on cooling.

For $U=4D$ and $T=0.1D$, $\beta U=40$ and the GW weight is $16/42=0.381\,D^2$. At $T=0.01D$ it is $16/402=0.040\,D^2$. The exact and IPT weights are $4D^2$ at both temperatures. At the lower temperature this GW self-energy splits the level to $\pm\sqrt{0.040}\,D\approx\pm0.2D$, instead of $\pm2D$.

The bubble screens with charge fluctuations that the real atom lacks at $T\ll U$. The exact static charge response is

$$\chi=\beta\langle(n-1)^2\rangle=\beta\,\frac{2}{2+2e^{\beta U/2}}=\frac{\beta}{1+e^{\beta U/2}},$$

which equals the bubble value $\beta/2$ for $T\gg U$ but is exponentially small for $T\ll U$, where the exact $W(0)=U-U^2\chi$ is practically $U$. GW gives $W(0)=0.02D$ at $T=0.01D$.

Correcting $W$ alone does not restore the pole. Since the charge of the atom is conserved, $W-U$ is nonzero only at $\nu=0$, and the exact $W$ in the GW diagram with $G_0$ gives the weight $TU^2\chi=U^2/(1+e^{\beta U/2})$, which also vanishes on cooling. In the form (5), what is missing is the vertex correction, which must carry the fluctuations of the spin. (The result (6) is tied to this form. A bubble series built on $Un_\uparrow n_\downarrow$ gives the weight $\tfrac14U^2/[1-(\beta U/4)^2]$, which is correct for $T\gg U$ but diverges at $T=U/4$.) With $m=n_\uparrow-n_\downarrow$ one has $\delta n_\downarrow=(\delta n-m)/2$, and the cross term averages to zero, so

$$\langle(\delta n_\downarrow)^2\rangle=\tfrac14\left[\langle(\delta n)^2\rangle+\langle m^2\rangle\right].$$

In the free level used by IPT both averages are $\tfrac12$. In the cold interacting atom they are $0$ and $1$. The sum is the same, so IPT obtains the right variance even though its division between charge and spin is wrong.

## Dressing removes it too

Self-consistent GW uses the full $G$ in (5). To see what this does, insert the exact gapped atomic function at $T\to0$, for which $G(\pm|\tau|)=\mp\tfrac12e^{-U|\tau|/2}$. One transform is needed:

$$-\tfrac12\,\mathrm{sgn}(\tau)\,e^{-E|\tau|}\;\longleftrightarrow\;\frac{i\omega}{(i\omega)^2-E^2}.\tag{7}$$

Consider first the second-order diagram (4) with $G$ in place of $G_0$. For $\tau>0$ it gives $-\tfrac18U^2e^{-3U\tau/2}$, and hence

$$\Sigma=\frac{U^2}{4}\,\frac{i\omega}{(i\omega)^2-(3U/2)^2}.$$

The total weight is right, but it has moved from zero to $\pm3U/2$. Near $\omega=0$, $\Sigma\simeq-i\omega/9$, and the next Green function is $1/[i\omega(1+\tfrac19)]=0.9/(i\omega)$. The gap now contains a level at zero energy.

In GW, $\Pi(\tau)=-\tfrac12e^{-U|\tau|}$ transforms to $\Pi(i\nu)=-U/(\nu^2+U^2)$, so

$$W-U=\frac{U(\nu^2+U^2)}{\nu^2+2U^2}-U=-\frac{U^3}{\nu^2+2U^2}.$$

In time this is $-\dfrac{U^2}{2\sqrt2}\,e^{-\sqrt2U|\tau|}$. Multiplying by $-G$ and using (7),

$$\Sigma=\frac{U^2}{2\sqrt2}\,\frac{i\omega}{(i\omega)^2-E^2},\qquad E=\left(\tfrac12+\sqrt2\right)U.$$

For $U=4D$ the poles lie at $\pm7.66D$, and the next $G$ has a zero-energy level of weight $0.912$.

The same happens for any gapped solution on the lattice at $T=0$. Suppose $A=0$ for $|\epsilon|<\Delta$. Then

$$\Pi(i\nu)=-4\int_\Delta^\infty\! d\epsilon\int_\Delta^\infty\! d\epsilon'\,A(\epsilon)A(\epsilon')\,\frac{\epsilon+\epsilon'}{(\epsilon+\epsilon')^2+\nu^2}.$$

Continued to a real frequency $\Omega$ with $|\Omega|<2\Delta$, where $\nu^2\to-\Omega^2$, this is negative. Hence $1-U\Pi>1$, and $W$ has no pole there. For complex $\Omega^2$ the imaginary part of $\Pi$ is nonzero, so no pole appears off the axis either. $W-U$ therefore contains energies of at least $2\Delta$, and its product with $G$ contains energies of at least $3\Delta$. By (7), $\Sigma$ is a sum of terms proportional to $i\omega/[(i\omega)^2-E^2]$ with $E\ge3\Delta$, so $\Sigma(0)=0$. This contradicts (2). Self-consistent local GW in the form (5) has no gapped solution of this symmetry at $T=0$, however large $U$ is. The bound $E\ge3\Delta$ relies on that form: with the interaction written as $Un_\uparrow n_\downarrow$, the screened interaction built on the gapped atomic $G$ has a pole at $U/\sqrt2$, inside $2\Delta=U$. The argument does not by itself exclude a spectrum that vanishes only at one point.

## How IPT closes its loop

With hopping restored, start from $\Sigma\simeq r/\omega$. Equation (1) gives $G\simeq-\omega/r$, and

$$\frac1{G_0}=\omega-t^2G\simeq\omega\left(1+\frac{t^2}{r}\right),\qquad G_0\simeq\frac z\omega,\qquad z=\frac{r}{r+t^2}.$$

The Weiss function keeps a level at zero energy because $G$ vanishes linearly there, as it does inside a gap. At $T\to0$ this level contributes the constant $-z/2$ to $G_0(\tau)$, and the other contributions decay. At long times $\Sigma(\tau)\to-U^2z^3/8$, so by the transform used for the atom

$$r=\frac{U^2z^3}{4}.$$

The definition of $z$ gives $zt^2=r(1-z)$. Inserting $r$ and dividing by $z$,

$$z^2(1-z)=\frac{4t^2}{U^2}.\tag{8}$$

The derivative $2z-3z^2$ of the left side vanishes at $z=\tfrac23$, where the maximum is $\tfrac4{27}$. An IPT insulator at $T=0$ therefore requires $U\ge3\sqrt3\,t\approx2.60D$. This is a necessary condition. The root above $\tfrac23$ connects to the atom, $z\to1$. For $U=4D$ it is $z=0.927$, giving $r=4\times0.927^3\,D^2\approx3.19D^2$, in agreement with the full IPT solution at $T=0.01D$.

GW built on the Weiss function cannot close the same loop when $TU\le t^2$. Its zero-energy pole comes from the extra static screening by the level, which can lower $W(0)$ by at most $U$, so $r\le TUz$ for $T$ well below the gap. A gap would therefore require $t^2=r(1-z)/z\le TU(1-z)<TU$, a condition that is violated on cooling at any fixed $U$. At $T=0.01D$ and $U=6D$, $TU=0.06D^2$, while $t^2=0.25D^2$.

## The lattice in numbers

The spectrum near the Fermi level can be read from imaginary time:

$$-\frac{\beta}{\pi}G(\beta/2)=\frac\beta\pi\int d\epsilon\,\frac{A(\epsilon)}{2\cosh(\beta\epsilon/2)},$$

an average of $A$ over a width of order $T$. In a metal with $\Sigma(0)=0$, equation (1) gives $G(0)^2=-1/t^2$, hence $A(0)=1/(\pi t)=0.637/D$ for any $U$. At $T=0.01D$ the averages, in units of $1/D$, are:

| $U/D$ | IPT, metallic start | IPT, insulating start | self-consistent GW |
|---|---|---|---|
| 2.4 | 0.627 | 0.627 | 0.636 |
| 2.7 | 0.615 | 0.000 | 0.636 |
| 4.0 | 0.000 | 0.000 | 0.635 |
| 6.0 | 0.000 | 0.000 | 0.635 |

At $U=2.4D$, below the bound, the insulating start melts into the metal. At $2.7D$ two IPT solutions coexist, and at $4D$ both starts end in the insulator. The GW runs began from a gapped $G$ and lost the gap at every $U$ shown. Their value near $0.637/D$ indicates a small $\Sigma(0)$; it does not mean that correlations are weak, since $A(0)$ is pinned whatever the quasiparticle weight as long as $\Sigma(0)=0$. The numerical output also lists GW on the Weiss function and dressed second order, which stay metallic as well.

These statements concern the paramagnetic state. If the spins are allowed to order, $A$ for one spin need not be even, the argument leading to (2) no longer applies, and a gap can open without a pole in $\Sigma$.

## Table of computed values

```
energy unit: D = 2t (half bandwidth); weights of Sigma poles in D^2
atom: U = 4.0 D
T = 0.10 D: pole weight exact 4.0000, IPT 4.0000, GW 0.3810 D^2
  static charge response exact 2.061e-08, GW bubble series 0.2381 1/D
  static W: exact 4.0000, GW 0.1905 D
  pole weight with exact W, no vertex: 3.298e-08 D^2
T = 0.01 D: pole weight exact 4.0000, IPT 4.0000, GW 0.0398 D^2
  static charge response exact 1.384e-85, GW bubble series 0.2488 1/D
  static W: exact 4.0000, GW 0.0199 D
  pole weight with exact W, no vertex: 2.214e-86 D^2
gapped G in second: Sigma poles at +-6.0000 D, total weight 4.0000 D^2
  next G has a zero-energy pole of weight 0.9000
gapped G in gw: Sigma poles at +-7.6569 D, total weight 5.6569 D^2
  next G has a zero-energy pole of weight 0.9120
Bethe lattice, T = 0.01 D; Fermi-level weight in 1/D
U = 0: 0.6363; zero-temperature value 0.6366
U/D | IPT metal start | IPT insulator start | GW | GW on Weiss field | dressed 2nd order
1.0 | 0.63553 | 0.63553 | 0.63603 | 0.63604 | 0.63559
2.4 | 0.62689 | 0.62689 | 0.63570 | 0.63572 | 0.63228
2.7 | 0.61522 | 0.00001 | 0.63564 | 0.63566 | 0.63124
3.0 | 0.55718 | 0.00000 | 0.63558 | 0.63560 | 0.63009
4.0 | 0.00000 | 0.00000 | 0.63539 | 0.63540 | 0.62555
6.0 | 0.00000 | 0.00000 | 0.63507 | 0.63501 | 0.61378
IPT insulator at T = 0 needs U >= 2.5981 D
U = 3.0 D: Weiss pole weight z = 0.8440; Sigma pole weight cubic 1.3529, IPT run 1.3529 D^2
U = 4.0 D: Weiss pole weight z = 0.9273; Sigma pole weight cubic 3.1897, IPT run 3.1897 D^2
GW, U = 4.0 D: Fermi-level weight 0.6317 at T = 0.02 D, 0.6354 at T = 0.01 D (1/D)
self-consistent GW atom, U = 4.0 D, T = 0.01 D: Fermi-level weight 4.6376 1/D
  exact atom: 1.18e-42 1/D
```
